# The effective Landé factor as the centroid of one sigma group, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From one sigma component to several

### 1. Definitions and conventions

An atom without nuclear spin has a lower level with total electronic angular momentum $J_1$ and an upper level with $J_2$. Their sublevels carry magnetic numbers $M_1$ and $M_2$. Angular momenta are measured in units of $\hbar$. A static magnetic field $B$ points along $z$, and the energy it adds is

$$
H_B=\mu_B B\,(L_z+g_sS_z),\qquad g_s=2 .
$$

Here $\mu_B$ is the Bohr magneton, which equals $1/2$ in Hartree atomic units. The value $g_s=2$ is an approximation whose effect is evaluated in Section 11. The term quadratic in $B$ is left out. Tesla, gigahertz and nanometres are the natural units for a spectral line, so they are used for the numbers.

The field is called weak when $\mu_BB$ is small compared with the energy distance from either level to the levels that $H_B$ can mix with it. First-order perturbation theory then gives each sublevel the shift

$$
\delta E=g\,M\,\mu_BB ,
$$

with one number $g$, the Landé factor, for each level. Section 4 derives this linear law. The factors of the two levels are $g_1$ and $g_2$.

A component of the line joins one $M_1$ to one $M_2$. Let

$$
q=M_2-M_1 .
$$

Electric-dipole transitions have $q=0$ (pi components) or $q=\pm1$ (sigma components). The photon energy of a component is the upper energy minus the lower energy, so its shift in units of $\mu_BB$ is

$$
s=g_2M_2-g_1M_1 .\tag{1}
$$

The components with one value of $q$ form a group. If $w_q(M_1)$ is the intensity of a component, the centroid of the group is

$$
\bar s_q=\frac{\sum_{M_1}w_q(M_1)\,\bigl[g_2(M_1+q)-g_1M_1\bigr]}{\sum_{M_1}w_q(M_1)} .\tag{2}
$$

The effective Landé factor is defined as $g_{\rm eff}=\bar s_{+1}$. The restriction to one group is essential. The derivation will show that $\bar s_{-1}=-\bar s_{+1}$ and that the two groups have equal total strength, so the centroid of all sigma components taken together is zero and carries no information about the splitting. The formula to be derived is

$$
g_{\rm eff}=\frac{g_1+g_2}{2}+\frac{g_1-g_2}{4}\bigl[J_1(J_1+1)-J_2(J_2+1)\bigr].\tag{3}
$$

Three assumptions determine what "intensity" means. The sublevels of the initial level are equally populated. The line is optically thin, so the intensity of a component is proportional to its squared dipole matrix element. Factors that depend on the photon frequency are taken as equal for all components of the line.

The direction of observation does not enter $\bar s_q$. In a transition with given $q$, the dipole matrix element is a number times a fixed vector: a vector along $z$ for $q=0$, or a circular vector in the $xy$ plane for $q=\pm1$. The dependence on viewing direction and on the setting of a polarizer comes from that fixed vector. It is a common factor of the group and cancels in (2).

### 2. The simplest case: an upper level with $J_2=0$

Take $J_1=1$ and $J_2=0$. The upper level has the single sublevel $M_2=0$, so each $q$ has one component, with $M_1=-q$. No weighting is needed. The upper sublevel has no first-order shift: a state with $J=0$ is unchanged, up to a phase, by a half turn about the $x$ axis, while $L_z$ and $S_z$ change sign under that turn, so their mean values vanish. Equation (1) becomes

$$
s=-g_1M_1=g_1q .
$$

The pattern is a triplet at $-g_1,0,+g_1$, and $g_{\rm eff}=g_1$. The factor $g_2$ has no meaning here and does not appear.

The line Fe I 630.25 nm is of this kind. Its lower level is ${}^5P_1$, with $L=1$, $S=2$, $J=1$ in LS coupling, and its upper level is ${}^5D_0$. The factor $g_1$ can be found by constructing one sublevel. In the product basis $|m_L,m_S\rangle$, the state with $J=1$, $M=-1$ has the form

$$
\psi=a\,|1,-2\rangle+b\,|0,-1\rangle+c\,|{-1},0\rangle .
$$

It is the lowest sublevel of its level, so $J_-\psi=(L_-+S_-)\psi=0$. The lowering operators act as

$$
L_-|1\rangle=\sqrt2\,|0\rangle,\quad L_-|0\rangle=\sqrt2\,|{-1}\rangle,\quad
S_-|{-1}\rangle=2\,|{-2}\rangle,\quad S_-|0\rangle=\sqrt6\,|{-1}\rangle ,
$$

and they annihilate $m_L=-1$ and $m_S=-2$. Collecting terms,

$$
J_-\psi=(\sqrt2\,a+2b)\,|0,-2\rangle+(\sqrt2\,b+\sqrt6\,c)\,|{-1},-1\rangle=0 .
$$

Hence $b=-\sqrt3\,c$ and $a=-\sqrt2\,b=\sqrt6\,c$. The probabilities are in the ratio $6:3:1$, that is, $0.6$, $0.3$ and $0.1$. The mean magnetic operator is

$$
\langle L_z+2S_z\rangle=0.6\,(1-4)+0.3\,(0-2)+0.1\,(-1+0)=-2.5 .
$$

Since this equals $g_1M$ with $M=-1$, the result is $g_1=2.5$, and therefore $g_{\rm eff}=2.5$.

This agrees with (3): with $J_1=1$ and $J_2=0$ the bracket is $2$, and

$$
\frac{g_1+g_2}{2}+\frac{g_1-g_2}{4}\cdot2=g_1 .
$$

The undefined $g_2$ cancels, as it must. This case does not test the weighting, however. That requires a line with several components in a group, and for it the relative strengths are needed.

### 3. Relative strengths of the components

The electric dipole operator $\mathbf d$ is a vector operator. Its components in the form suited to a field along $z$ are

$$
d_0=d_z,\qquad d_{\pm1}=\mp\frac{d_x\pm i d_y}{\sqrt2}.
$$

The vector commutation rules $[J_i,d_j]=i\sum_l\varepsilon_{ijl}d_l$ become

$$
[J_z,d_q]=q\,d_q,\qquad [J_\pm,d_q]=\sqrt{2-q(q\pm1)}\;d_{q\pm1}.\tag{4}
$$

For example, $[J_+,d_z]=-id_y-d_x=\sqrt2\,d_{+1}$, as the second rule states for $q=0$.

The numbers in (4) are those of a spin-1 vector $\mathbf k$ with states $|q\rangle$:

$$
k_z|q\rangle=q|q\rangle,\qquad k_\pm|q\rangle=\sqrt{2-q(q\pm1)}\,|q\pm1\rangle .
$$

This suggests an auxiliary space, the product of the $J_1$ multiplet and spin 1, with basis $|M_1,q\rangle$. Its total angular momentum is $\mathbf K=\mathbf J_1+\mathbf k$. Define a linear map $F$ from this space to the upper level of the atom:

$$
F|M_1,q\rangle=\Pi_2\,d_q\,|J_1M_1\rangle ,
$$

where $\Pi_2$ projects onto the upper level and commutes with $\mathbf J$. Moving $J_\pm$ to the right with (4) gives

$$
J_\pm F|M_1,q\rangle
=\Pi_2\Bigl(d_qJ_\pm+\sqrt{2-q(q\pm1)}\,d_{q\pm1}\Bigr)|J_1M_1\rangle
=F(J_{1\pm}+k_\pm)|M_1,q\rangle .
$$

The same step works for $J_z$. Thus $\mathbf J F=F\mathbf K$, and applying it twice gives $\mathbf J^2F=F\mathbf K^2$.

Consider a state of the auxiliary space with total angular momentum $K$. Its image under $F$ has $\mathbf J^2=K(K+1)$, but it lies in a level with $\mathbf J^2=J_2(J_2+1)$. The image is therefore zero unless $K=J_2$. For $K=J_2$, let $|J_2M)$ denote the coupled state in the auxiliary space. Its image has $J_z=M$, so

$$
F|J_2M)=r_M|J_2M\rangle .
$$

Applying $J_+F=FK_+$ to this state produces the same square-root factor on both sides and leaves $r_M=r_{M+1}$. All $r_M$ are thus equal to one number $r$. Expanding $|M_1,q\rangle$ in coupled states gives

$$
\langle J_2M_2|d_q|J_1M_1\rangle=r\,(J_2M_2|M_1,q\rangle .\tag{5}
$$

This is the Wigner–Eckart theorem for a vector operator. The number $r$ contains the electronic structure and is common to the whole line. The remaining factor is a Clebsch–Gordan coefficient, fixed by geometry. The relative intensities can be taken as

$$
w_q(M_1)=\bigl|(J_2,M_1+q|M_1,q\rangle\bigr|^2 .\tag{6}
$$

They serve for absorption and for emission alike, because the reverse matrix element is the complex conjugate of the forward one.

A limiting case checks the selection rule. The product of $J_1$ and spin 1 contains $J_2$ only for $|J_1-1|\le J_2\le J_1+1$. For $J_1=0$ the product contains $K=1$ alone, so a line from $J=0$ to $J=0$ has zero strength and (2) is undefined for it.

### 4. The Landé factor of a general LS level

The argument of Section 3 also applies when the initial and final levels are the same level $J$. Every vector operator then has matrix elements inside the level equal to a constant times the same geometric coefficients. The operator $\mathbf J$ is itself a vector operator and is nonzero for $J>0$. Every vector operator is therefore proportional to $\mathbf J$ within the level. For the spin, write

$$
\mathbf S\to\alpha\,\mathbf J .
$$

To find $\alpha$, take the mean value of $\mathbf S\cdot\mathbf J$. The operator $\mathbf J$ does not lead out of the level, so the replacement is allowed inside this product and gives $\alpha J(J+1)$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives

$$
\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2),
$$

and therefore

$$
\alpha=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
$$

Since $L_z+g_sS_z=J_z+(g_s-1)S_z$, the shift is linear in $M$, with

$$
g=1+(g_s-1)\,\alpha .\tag{7}
$$

For ${}^5P_1$, $\alpha=(2+6-2)/4=1.5$, so $g=2.5$ when $g_s=2$. This agrees with the explicit state in Section 2. For ${}^5D_2$, $\alpha=(6+6-6)/12=0.5$ and $g=1.5$. For $S=0$, equation (7) gives $\alpha=0$ and $g=1$, the value for orbital motion alone.

### 5. A group with three components

The line ${}^5P_1$–${}^5D_2$ has $J_1=1$, $J_2=2$, $g_1=2.5$ and $g_2=1.5$. Its $q=+1$ group has the components $M_1=-1,0,1$. The coefficients in (6) follow by lowering the top state of two coupled spins 1, written as $|M_1,q\rangle$:

$$
\begin{aligned}
|2,2)&=|1,1\rangle,\\
|2,1)&=\frac{|0,1\rangle+|1,0\rangle}{\sqrt2},\\
|2,0)&=\frac{|{-1},1\rangle+2\,|0,0\rangle+|1,-1\rangle}{\sqrt6}.
\end{aligned}
$$

The second line is $K_-|2,2)=2\,|2,1)$, where each single lowering contributes $\sqrt2$. The third is $K_-|2,1)=\sqrt6\,|2,0)$. There the term $|0,0\rangle$ is reached in two ways, which gives it the factor 2.

The weights for $q=+1$ are the squared coefficients of $|1,1\rangle$, $|0,1\rangle$ and $|{-1},1\rangle$. They are $1$, $1/2$ and $1/6$, with sum $5/3$. Division by the sum gives the fractions below.

| $M_1$ | $M_2$ | shift $s$ | fraction |
|---:|---:|---:|---:|
| $-1$ | $0$ | 2.5 | 0.1 |
| $0$ | $1$ | 1.5 | 0.3 |
| $1$ | $2$ | 0.5 | 0.6 |

The centroid is

$$
\bar s_{+1}=0.1(2.5)+0.3(1.5)+0.6(0.5)=1.0 .
$$

The plain mean of the three shifts is $1.5$. The strongest component has the smallest shift, and the weighting moves the centroid toward it. Formula (3) gives

$$
\frac{2.5+1.5}{2}+\frac{2.5-1.5}{4}(2-6)=2-1=1 ,
$$

in agreement with the weighted mean. The agreement in this line does not establish (3) for other values of $J_1$ and $J_2$. For that, the sums in (2) must be evaluated without listing the coefficients.

## Part II. The general centroid and the iron line

### 6. Symbols and results carried over

The lower level has $J_1,M_1,g_1$ and the upper level $J_2,M_2,g_2$; a component has $q=M_2-M_1$. Its shift in units of $\mu_BB$ is $s=g_2M_2-g_1M_1$, and $\bar s_q$ is the intensity-weighted mean of $s$ over the group with fixed $q$. The effective factor is $g_{\rm eff}=\bar s_{+1}$.

The relative intensity $w_q(M_1)$ is the squared overlap of the product state $|M_1,q\rangle$ with the coupled state $|J_2,M_1+q)$. These states live in an auxiliary space, the product of the $J_1$ multiplet and a spin-1 vector $\mathbf k$ with $k_z|q\rangle=q|q\rangle$. The total there is $\mathbf K=\mathbf J_1+\mathbf k$. Within a level of fixed, nonzero angular momentum, any vector operator is proportional to the angular momentum itself. The level ${}^5P_1$ has $g=2.5$ in LS coupling with $g_s=2$.

Because $M_2=M_1+q$, the centroid is

$$
\bar s_q=g_2\bigl(\langle M_1\rangle_q+q\bigr)-g_1\langle M_1\rangle_q ,\tag{8}
$$

where $\langle M_1\rangle_q$ is the weighted mean of $M_1$ in the group. This mean is the one unknown.

### 7. The total strength of a group

Let $P=\sum_M|J_2M)(J_2M|$ be the projector onto total angular momentum $J_2$ in the auxiliary space. The weight is its diagonal element,

$$
w_q(M_1)=\langle M_1,q|P|M_1,q\rangle ,
$$

since the only coupled state in $P$ that overlaps $|M_1,q\rangle$ is the one with $M=M_1+q$.

Sums over $M_1$ at fixed $q$ are partial traces. Let ${\rm Tr}_1$ denote the trace over the $J_1$ factor; its result is a $3\times3$ matrix acting on the states $|q\rangle$. The total strength of group $q$ is the diagonal element

$$
W_q=\sum_{M_1}w_q(M_1)=\langle q|T|q\rangle,\qquad T={\rm Tr}_1P .
$$

The projector commutes with every component of $\mathbf K$, so $[k_i,P]=-[J_{1i},P]$. The partial trace of a commutator with $J_{1i}$ vanishes, because an operator acting on the traced factor alone may be moved cyclically under ${\rm Tr}_1$. Therefore

$$
[k_i,T]={\rm Tr}_1[k_i,P]=-{\rm Tr}_1[J_{1i},P]=0 .
$$

Commutation with $k_z$, whose three eigenvalues differ, makes $T$ diagonal. Commutation with $k_+$, which connects neighbouring values of $q$, makes its diagonal elements equal. Their sum is the full trace of $P$, which is the dimension $2J_2+1$. Hence

$$
W_q=\frac{2J_2+1}{3}\qquad\text{for } q=-1,0,+1 .\tag{9}
$$

For $J_2=2$ this gives $5/3$, the sum found by listing the three components of ${}^5P_1$–${}^5D_2$. Physically, an unpolarized atom has no preferred direction, so the three components of the dipole carry equal total strength.

The relative strengths of the components are now fixed by geometry, and the three groups $q=-1,0,+1$ have been shown to have equal total strength. What remains is the weighted mean of $M_1$ within a group, which will give the general formula for $g_{\rm eff}$, followed by its application to the iron line and its limits.
